# Rotational diffusion and the three rank-2 correlation times of a symmetric top: a numerical check

```python
"""
Rotational diffusion of a rigid body and its rank-l correlation functions.

Result under test, for a symmetric top with diffusion constants D_perp, D_par
and a body-fixed unit vector u at angle theta to the top axis:
  C_l(t) = <P_l(u(0).u(t))> = sum_k d^l_k0(theta)^2 exp(-rate_lk t),
  rate_lk = l(l+1) D_perp + k^2 (D_par - D_perp).
For l = 2 this is a sum of three exponentials with weights
  (3cos^2-1)^2/4, 3 sin^2 cos^2, (3/4) sin^4.
For D_par = D_perp = D it is exp(-l(l+1) D t) for every theta.
Wigner functions: D^l_mk = exp(-i m alpha) d^l_mk(beta) exp(-i k gamma),
with rotation Rz(alpha) Ry(beta) Rz(gamma); k is the body index.
Times are in ns and diffusion constants in 1/ns unless a label says otherwise.
"""
from math import factorial, sqrt
import numpy as np
from numpy.polynomial import legendre
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

D_PERP, D_PAR = 1.0, 5.0
TOP = np.array([D_PERP, D_PERP, D_PAR])
ISO = np.array([D_PERP, D_PERP, D_PERP])
FREQUENCY_GHZ = 0.6
OMEGA = 2 * np.pi * FREQUENCY_GHZ
MAGIC = np.arccos(1 / sqrt(3))


def wigner_d(l, m, k, beta):
    """Reduced Wigner function from its explicit finite sum."""
    c, s = np.cos(beta / 2), np.sin(beta / 2)
    norm = sqrt(factorial(l + m) * factorial(l - m)
                * factorial(l + k) * factorial(l - k))
    total = 0.0
    for j in range(max(0, k - m), min(l + k, l - m) + 1):
        denominator = (factorial(l + k - j) * factorial(j)
                       * factorial(m - k + j) * factorial(l - m - j))
        total = total + ((-1) ** (m - k + j) * norm / denominator
                         * c ** (2 * l + k - m - 2 * j)
                         * s ** (m - k + 2 * j))
    return total


def wigner_D(l, m, k, rotation):
    alpha, beta, gamma = rotation.as_euler("ZYZ")
    return np.exp(-1j * (m * alpha + k * gamma)) * wigner_d(l, m, k, beta)


def rate(l, k, diffusion):
    return l * (l + 1) * diffusion[0] + k**2 * (diffusion[2] - diffusion[0])


def weights(theta):
    c, s = np.cos(theta), np.sin(theta)
    return np.array([(3 * c**2 - 1)**2 / 4, 3 * s**2 * c**2, 0.75 * s**4])


RATES = np.array([rate(2, k, TOP) for k in range(3)])
TAUS = 1 / RATES


def three_exponentials(theta, t):
    return weights(theta) @ np.exp(-RATES * t)


def spectral_density(theta, omega):
    return weights(theta) @ (TAUS / (1 + (omega * TAUS)**2))


def unit_vector(theta, phi=0.4):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


# Cartesian rotation generators: exp(xi.G) rotates by the vector xi.
GENERATORS = np.array([[[0, 0, 0], [0, 0, -1], [0, 1, 0]],
                       [[0, 0, 1], [0, 0, 0], [-1, 0, 0]],
                       [[0, -1, 0], [1, 0, 0], [0, 0, 0]]], dtype=float)


def tensor_generator(n, diffusion):
    """Diffusion generator for the mean of the n-fold product R x ... x R."""
    result = np.zeros((3**n, 3**n))
    for d_axis, g in zip(diffusion, GENERATORS):
        total = np.zeros_like(result)
        for place in range(n):
            total += np.kron(np.kron(np.eye(3**place), g),
                             np.eye(3**(n - place - 1)))
        result += d_axis * total @ total
    return result


def tensor_power(u, n):
    result = np.ones(1)
    for _ in range(n):
        result = np.kron(result, u)
    return result


def cartesian_correlation(l, u, diffusion, t):
    """<P_l(u.Ru)> from Cartesian moments, without Wigner functions."""
    coefficients = legendre.leg2poly([0] * l + [1])
    value = coefficients[0]
    for n in range(1, l + 1):
        if abs(coefficients[n]) > 1e-14:
            v = tensor_power(u, n)
            moment = v @ expm(t * tensor_generator(n, diffusion)) @ v
            value += coefficients[n] * moment
    return value


# Wigner functions are eigenfunctions: second differences under body rotations.
start = Rotation.from_euler("ZYZ", [0.7, 1.1, -0.5])
h = 1e-3
for diffusion in (ISO, TOP):
    for l in (1, 2, 3):
        for m in range(-l, l + 1):
            for k in range(-l, l + 1):
                centre = wigner_D(l, m, k, start)
                action = 0
                for axis in range(3):
                    step = Rotation.from_rotvec(h * np.eye(3)[axis])
                    plus = wigner_D(l, m, k, start * step)
                    minus = wigner_D(l, m, k, start * step.inv())
                    action += diffusion[axis] * (plus + minus - 2*centre) / h**2
                # Truncation error is of order D h^2 l^4 / 12.
                assert abs(action + rate(l, k, diffusion) * centre) < 2e-4

# Isotropic law for ranks 1 to 4 and an arbitrary body vector.
t_test = 0.13
for l in range(1, 5):
    value = cartesian_correlation(l, unit_vector(0.8), ISO, t_test)
    assert abs(value - np.exp(-l * (l + 1) * D_PERP * t_test)) < 1e-10

# Symmetric top: three-exponential law, and the general sum for rank 3.
for theta in (0.0, 0.5, MAGIC, 1.2, np.pi / 2):
    for t in (0.02, 0.1, 0.4):
        value = cartesian_correlation(2, unit_vector(theta), TOP, t)
        assert abs(value - three_exponentials(theta, t)) < 1e-10
    general = sum(wigner_d(3, k, 0, theta)**2 * np.exp(-rate(3, k, TOP) * 0.1)
                  for k in range(-3, 4))
    value = cartesian_correlation(3, unit_vector(theta), TOP, 0.1)
    assert abs(value - general) < 1e-10

# Spinning about u itself has no effect on its correlation function.
fast_spin = np.array([D_PERP, D_PERP, 20 * D_PAR])
assert abs(cartesian_correlation(2, unit_vector(0), TOP, 0.1)
           - cartesian_correlation(2, unit_vector(0), fast_spin, 0.1)) < 1e-10

# Initial decay rate from the Cartesian generator.
for theta in (0.0, 0.6, MAGIC, np.pi / 2):
    v = tensor_power(unit_vector(theta), 2)
    slope = -1.5 * v @ tensor_generator(2, TOP) @ v
    predicted = 6 * D_PERP + 3 * np.sin(theta)**2 * (D_PAR - D_PERP)
    assert abs(slope - predicted) < 1e-10

# Uniform orientation average of |D^l_mk|^2 and of d^l_00 = P_l.
nodes, node_weights = legendre.leggauss(20)
for l in (1, 2, 3):
    for m in range(-l, l + 1):
        for k in range(-l, l + 1):
            average = node_weights @ wigner_d(l, m, k, np.arccos(nodes))**2 / 2
            assert abs(average - 1 / (2 * l + 1)) < 1e-11
    p_l = legendre.legval(nodes, [0] * l + [1])
    assert np.max(abs(wigner_d(l, 0, 0, np.arccos(nodes)) - p_l)) < 1e-11


# Spectral densities by time quadrature of the Cartesian correlation function.
def numerical_density(theta, omega):
    dt = 0.001
    times = np.arange(5001) * dt
    v = tensor_power(unit_vector(theta), 2)
    propagator = expm(dt * tensor_generator(2, TOP))
    state = v.copy()
    values = np.empty(len(times))
    for i in range(len(times)):
        values[i] = 1.5 * v @ state - 0.5
        state = propagator @ state
    return simpson(values * np.cos(omega * times), x=times)


numerical_tau = {}
for theta in (0.0, MAGIC, np.pi / 2):
    numerical_tau[theta] = numerical_density(theta, 0.0)
    assert abs(numerical_tau[theta] - spectral_density(theta, 0.0)) < 1e-7
    assert abs(numerical_density(theta, OMEGA)
               - spectral_density(theta, OMEGA)) < 1e-7
ratio = numerical_tau[np.pi / 2] / numerical_tau[0.0]
recovered = (4.5 / (ratio - 0.25) - 2) / 4
assert abs(recovered - D_PAR / D_PERP) < 1e-4

# Random walks built from small body-frame rotations.
rng = np.random.default_rng(12345)
WALKERS, STEPS = 100000, 100


def random_walk(diffusion, duration):
    widths = np.sqrt(2 * diffusion * duration / STEPS)
    rotation = Rotation.from_rotvec(np.zeros((WALKERS, 3)))
    for _ in range(STEPS):
        kick = rng.normal(size=(WALKERS, 3)) * widths
        rotation = rotation * Rotation.from_rotvec(kick)
    return rotation


walk_theta, walk_time = np.deg2rad(70), 0.1
u = unit_vector(walk_theta)
overlap = random_walk(TOP, walk_time).apply(u) @ u
samples = 1.5 * overlap**2 - 0.5
walk_mean = samples.mean()
walk_error = samples.std() / sqrt(WALKERS)
walk_formula = three_exponentials(walk_theta, walk_time)
# The extra 0.001 allows for the finite time step.
assert abs(walk_mean - walk_formula) < 4 * walk_error + 0.001

iso_time = 0.2
fraction = np.mean(random_walk(ISO, iso_time).magnitude() < np.pi / 2)


def angle_density(angle):
    series = sum((2 * l + 1) * np.exp(-l * (l + 1) * D_PERP * iso_time)
                 * np.sin((2 * l + 1) * angle / 2) / np.sin(angle / 2)
                 for l in range(25))
    return (1 - np.cos(angle)) / np.pi * series


fraction_formula = quad(angle_density, 1e-9, np.pi / 2)[0]
fraction_error = sqrt(fraction * (1 - fraction) / WALKERS)
assert abs(fraction - fraction_formula) < 4 * fraction_error + 0.001

# Worked example.
print(f"D_perp = {D_PERP:.1f} ns^-1, D_par = {D_PAR:.1f} ns^-1")
print(f"Isotropic case, D = {D_PERP:.1f} ns^-1:")
for l in range(1, 5):
    print(f"  tau_{l} = {1000 / (l * (l + 1) * D_PERP):.2f} ps")
print("Symmetric top, rank 2:")
for k in range(3):
    print(f"  |k|={k}: rate = {RATES[k]:.1f} ns^-1, tau = {1000*TAUS[k]:.2f} ps")
for theta in (0.0, MAGIC, np.pi / 2):
    a = weights(theta)
    tau = spectral_density(theta, 0.0)
    slope = a @ RATES
    print(f"theta = {np.rad2deg(theta):.2f} deg:")
    print(f"  weights A0, A1, A2 = {a[0]:.4f}, {a[1]:.4f}, {a[2]:.4f}")
    print(f"  effective time = {1000 * tau:.2f} ps")
    print(f"  initial decay rate = {slope:.2f} ns^-1")
    print(f"  apparent isotropic D = {1 / (6 * tau):.3f} ns^-1")
    print(f"  J at {1000 * FREQUENCY_GHZ:.0f} MHz = "
          f"{1000 * spectral_density(theta, OMEGA):.2f} ps")
print("theta = 90 deg, three exponentials / one of equal area:")
tau_90 = spectral_density(np.pi / 2, 0.0)
for t in (0.05, 0.1, 0.2, 0.4):
    print(f"  t = {1000*t:.0f} ps: {three_exponentials(np.pi/2, t):.4f}"
          f" / {np.exp(-t / tau_90):.4f}")
print(f"Effective-time ratio, 90 deg to 0 deg = {ratio:.4f}")
print(f"Recovered D_par/D_perp = {recovered:.3f}")
print(f"Random walks: {WALKERS} walkers, {STEPS} steps each")
print(f"Top, theta = {np.rad2deg(walk_theta):.0f} deg, t = {1000*walk_time:.0f} ps:")
print(f"  walk C2 = {walk_mean:.4f}, standard error {walk_error:.4f}")
print(f"  formula C2 = {walk_formula:.4f}")
print(f"Isotropic, t = {1000*iso_time:.0f} ps, fraction turned under 90 deg:")
print(f"  walk = {fraction:.4f}, standard error {fraction_error:.4f}")
print(f"  propagator series = {fraction_formula:.4f}")
print("verified")
```

It prints:

```
D_perp = 1.0 ns^-1, D_par = 5.0 ns^-1
Isotropic case, D = 1.0 ns^-1:
  tau_1 = 500.00 ps
  tau_2 = 166.67 ps
  tau_3 = 83.33 ps
  tau_4 = 50.00 ps
Symmetric top, rank 2:
  |k|=0: rate = 6.0 ns^-1, tau = 166.67 ps
  |k|=1: rate = 10.0 ns^-1, tau = 100.00 ps
  |k|=2: rate = 22.0 ns^-1, tau = 45.45 ps
theta = 0.00 deg:
  weights A0, A1, A2 = 1.0000, 0.0000, 0.0000
  effective time = 166.67 ps
  initial decay rate = 6.00 ns^-1
  apparent isotropic D = 1.000 ns^-1
  J at 600 MHz = 119.49 ps
theta = 54.74 deg:
  weights A0, A1, A2 = 0.0000, 0.6667, 0.3333
  effective time = 81.82 ps
  initial decay rate = 14.00 ns^-1
  apparent isotropic D = 2.037 ns^-1
  J at 600 MHz = 73.09 ps
theta = 90.00 deg:
  weights A0, A1, A2 = 0.2500, 0.0000, 0.7500
  effective time = 75.76 ps
  initial decay rate = 18.00 ns^-1
  apparent isotropic D = 2.200 ns^-1
  J at 600 MHz = 62.99 ps
theta = 90 deg, three exponentials / one of equal area:
  t = 50 ps: 0.4349 / 0.5169
  t = 100 ps: 0.2203 / 0.2671
  t = 200 ps: 0.0845 / 0.0714
  t = 400 ps: 0.0228 / 0.0051
Effective-time ratio, 90 deg to 0 deg = 0.4545
Recovered D_par/D_perp = 5.000
Random walks: 100000 walkers, 100 steps each
Top, theta = 70 deg, t = 100 ps:
  walk C2 = 0.2346, standard error 0.0015
  formula C2 = 0.2366
Isotropic, t = 200 ps, fraction turned under 90 deg:
  walk = 0.9048, standard error 0.0009
  propagator series = 0.9056
verified
```
